# Apparent permittivity of conducting grains separated by thin insulating boundaries

**Question**

I am stuck on an exercise about a ceramic made of conducting grains 10 µm across. Neighbouring grains are separated by insulating boundaries 10 nm thick, with relative permittivity 50. I am asked to show that the apparent low-frequency permittivity is near 50000.

The boundaries fill a tiny part of the volume. If the grain material has a permittivity of about 100, a volume average gives about 100. How can a mixture have a permittivity far above that of either ingredient? What does "low-frequency" mean here, and would a real ceramic reach this value?

**Answer**

The volume average assumes the same electric field in both materials. Here the field is very unequal: free charge moves through each grain, collects at its surfaces and cancels the field inside. Almost all the voltage then falls across the boundaries.

**The estimate**

Take flat layers perpendicular to the field. One period has length $L=d+t$, with grain size $d$ and boundary thickness $t$. Let $E$ be the mean field, so that the voltage per period is $EL$. If the grain interior is field-free, this voltage falls across $t$ alone:

$$E_b=\frac{EL}{t}.$$

The displacement in the boundary is $D=\varepsilon_0\varepsilon_bE_b$. It equals the charge per area on the adjacent grain surface and, for ideal contacts and no leakage, on the electrodes. The apparent permittivity is what you infer by treating the sample as uniform:

$$\varepsilon_{\rm app}=\frac{D}{\varepsilon_0E}=\varepsilon_b\frac{L}{t}=50\times\frac{10010\ \text{nm}}{10\ \text{nm}}=50050.$$

Since $t\ll d$, the quick form $\varepsilon_b d/t=50000$ is just as good. The large number measures the concentration of the field by a factor $L/t=1001$. Neither material has such a permittivity.

**What "low-frequency" means**

Now give the grain a permittivity $\varepsilon_g$ and conductivity $\sigma_g$, and the boundary a small conductivity $\sigma_b$. For fields varying as $e^{i\omega t'}$, with $t'$ the time, write $s=i\omega$. Conduction and displacement currents add, so each layer has the complex conductivity

$$y_j=\sigma_j+s\varepsilon_0\varepsilon_j,\qquad j=g,b.$$

The total current density $J$ is the same in both layers. The voltage per period is therefore $J(d/y_g+t/y_b)$, and the stack has the effective complex conductivity

$$Y=\frac{L}{d/y_g+t/y_b}=\frac{L\,y_gy_b}{t\,y_g+d\,y_b},\qquad \varepsilon^*_{\rm app}=\frac{Y}{s\varepsilon_0}.$$

The denominator is linear in $s$:

$$t\,y_g+d\,y_b=(\sigma_gt+\sigma_bd)(1+s\tau),\qquad
\tau=\varepsilon_0\frac{\varepsilon_gt+\varepsilon_bd}{\sigma_gt+\sigma_bd}.$$

The numerator is quadratic in $s$. A quadratic divided by $1+s\tau$ can be written with three constants:

$$Y=\sigma_{\rm dc}+s\varepsilon_0\left[\varepsilon_\infty+\frac{\varepsilon_s-\varepsilon_\infty}{1+s\tau}\right].$$

- Setting $s=0$ gives $\sigma_{\rm dc}=L/(d/\sigma_g+t/\sigma_b)$.
- For large $s$, $y_j\to s\varepsilon_0\varepsilon_j$, which gives $\varepsilon_\infty=L/(d/\varepsilon_g+t/\varepsilon_b)$.
- The slope at $s=0$ is $\varepsilon_0\varepsilon_s$. Differentiating $Y$, with $dy_j/ds=\varepsilon_0\varepsilon_j$, gives

$$\varepsilon_s=L\,\frac{d\varepsilon_g/\sigma_g^2+t\varepsilon_b/\sigma_b^2}{(d/\sigma_g+t/\sigma_b)^2}.$$

Multiply the numerator and denominator of this last result by $\sigma_b^2$, and set $r=\sigma_b/\sigma_g$:

$$\varepsilon_s=L\,\frac{t\varepsilon_b+d\varepsilon_gr^2}{(t+dr)^2}.$$

If $dr\ll t$ and $d\varepsilon_gr^2\ll t\varepsilon_b$, this returns to $\varepsilon_bL/t$. The simple estimate thus needs sufficiently blocking boundaries as well as $\omega\tau\ll1$.

Take $\varepsilon_g=100$, $\sigma_g=1$ S/m and $\sigma_b=10^{-7}$ S/m. Then $dr/t=10^{-4}$, and leakage changes 50050 only to 50040. The relaxation time is

$$\tau\approx\varepsilon_0\,\frac{100\times10^{-8}\ \text{m}+50\times10^{-5}\ \text{m}}{1\ \text{S/m}\times10^{-8}\ \text{m}}=0.444\ \mu\text{s},$$

so the relaxation frequency is $1/(2\pi\tau)=359$ kHz. At 1 kHz the grains take a fraction $2.8\times10^{-3}$ of the voltage, in magnitude, and the permittivity is 50040. At 10 MHz there is no time to charge the boundaries through the grain resistance, and the real part of the permittivity is 164, approaching $\varepsilon_\infty=99.9$. The grains still conduct at this frequency: the loss tangent is 11, so the sample acts mainly as a resistor. Your volume average is close to this high-frequency limit because the boundaries are then too thin to matter much.

A flat permittivity does not imply a low loss. Well below relaxation, boundary leakage contributes $\sigma_b/(\omega\varepsilon_0\varepsilon_b)$ to the loss tangent, which reaches one at 36 Hz. At 1 kHz it contributes 0.036, and the delay in charging the grains adds about $\omega\tau=0.003$. The total is 0.039.

**Cubes instead of layers**

Real boundaries surround the grains. For cubes in a regular array, two simplified current patterns bracket the answer in the low-frequency limit.

Forcing every plane perpendicular to the field to be an equipotential makes the structure easier to polarize. It gives back the layer result. Forbidding sideways current makes it harder to polarize: a fraction $(d/L)^2\approx0.998$ of the area then acts as the two-layer stack, while the rest is boundary material all the way through. The second value is lower by about $2t/L$, or 0.2%.

At 1 kHz the two estimates are 49940 and 50040. A three-dimensional finite-volume solution gives about 50010, between them. For this regular array, the side walls are unimportant.

**The hidden assumption: charge in a sheet**

The estimate puts the grain charge in a sheet of zero thickness. What matters electrically is thickness divided by permittivity, and for the boundary this is only

$$\frac{t}{\varepsilon_b}=\frac{10\ \text{nm}}{50}=0.200\ \text{nm}.$$

A charge layer a few nanometres deep inside the grain can compete with that.

*Flat bands.* Suppose the grain has donor density $N$ and an equal bulk electron density. Let $\phi$ be the potential relative to the grain interior. With Boltzmann statistics, the electron density is $Ne^{e\phi/kT}$, and Poisson's equation for small $\phi$ becomes

$$\phi''=\frac{eN}{\varepsilon_0\varepsilon_g}\left(e^{e\phi/kT}-1\right)\approx\frac{\phi}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\varepsilon_0\varepsilon_gkT}{e^2N}}.$$

The potential decays as $e^{-x/\lambda}$ from its surface value $\phi_s$. The surface field is $\phi_s/\lambda$, so $D=\varepsilon_0\varepsilon_g\phi_s/\lambda$ in magnitude. Each of the two grain surfaces beside a boundary therefore adds a voltage $D\lambda/(\varepsilon_0\varepsilon_g)$:

$$EL=\frac{D}{\varepsilon_0}\left(\frac{t}{\varepsilon_b}+\frac{2\lambda}{\varepsilon_g}\right)
\quad\Rightarrow\quad
\varepsilon_{\rm app}=\frac{L}{t/\varepsilon_b+2\lambda/\varepsilon_g}.$$

For $N=10^{19}$ cm$^{-3}$ at 300 K, $\lambda=3.78$ nm and $2\lambda/\varepsilon_g=0.0756$ nm. The result is

$$\varepsilon_{\rm app}=\frac{10010}{0.200+0.0756}\approx36000.$$

For the free-electron mass this density is 0.40 of the band's effective density of states, so Boltzmann statistics are only approximate. Fermi–Dirac statistics give $\lambda=4.03$ nm and $\varepsilon_{\rm app}\approx35700$.

*Bent bands.* Boundaries can hold trapped electrons, which repel mobile electrons from both adjacent grains. Assume that equal amounts are trapped at the two faces of the boundary, so that without an applied voltage there is no field inside it. Charge trapped deeper inside would create such a field and raise the barrier. Let each depleted layer have width $W$ and charge density $eN$. Integrating Poisson's equation twice gives the band bending, as a voltage:

$$V_b=\frac{eNW^2}{2\varepsilon_0\varepsilon_g}\quad\Rightarrow\quad W=\sqrt{\frac{2\varepsilon_0\varepsilon_gV_b}{eN}}.$$

Apply a small extra voltage while the trapped charge stays fixed. One layer widens to $W+\delta$ and the other narrows to $W-\delta$. The transferred charge per area is $q=eN\delta$. The two band bendings oppose each other, so the extra voltage across the depleted layers is

$$\Delta V=\frac{eN}{2\varepsilon_0\varepsilon_g}\left[(W+\delta)^2-(W-\delta)^2\right]
=\frac{eN}{2\varepsilon_0\varepsilon_g}\,4W\delta=\frac{2Wq}{\varepsilon_0\varepsilon_g}.$$

The boundary itself adds $qt/(\varepsilon_0\varepsilon_b)$. The previous formula therefore holds with $\lambda$ replaced by $W$. For $V_b=0.70$ V, $W=27.8$ nm and $2W/\varepsilon_g=0.556$ nm, so

$$\varepsilon_{\rm app}=\frac{10010}{0.200+0.556}\approx13000.$$

The depleted layers now take more of the voltage than the boundary does. Could heavier doping restore the ideal value? With $V_b$ and $\varepsilon_g$ held fixed, limiting the reduction to 10% needs $W=1.11$ nm. In this model that means $N=6.3\times10^{21}$ cm$^{-3}$, or one donor per 0.16 nm$^3$. The donors would be about 0.5 nm apart and the layer only about two spacings deep, so the assumed uniform charge density would no longer be justified. Holding $V_b$ fixed would also need about $7\times10^{14}$ trapped electrons per cm$^2$ on each face, instead of $2.8\times10^{13}$. At fixed $V_b$ it is not a practical remedy. If the trapped charge is held fixed instead, heavier doping shrinks $W$ and $V_b$ together: at $N=10^{20}$ cm$^{-3}$, with Boltzmann statistics, the permittivity recovers to about 39000, but the band bending falls to about 0.09 V and no longer blocks the current.

There is another reading of the exercise. If "10 nm" was itself inferred from a measured capacitance using $\varepsilon_b=50$, it already includes the charge layers, and they must not be subtracted again. In the depleted example, the equivalent thickness would be $t+2W\varepsilon_b/\varepsilon_g\approx38$ nm.

**A sample, and a real material**

Consider 100 periods, 1.001 mm thick in total, with an area of 1 cm². The ideal estimate gives

$$C=\frac{\varepsilon_0\varepsilon_{\rm app}A}{100L}=44.3\ \text{nF}.$$

With 1 V applied, each boundary region takes 10 mV, less than $kT/e=25.9$ mV. If all of it falls across the 10 nm layer, the field there is 0.01 MV/cm. For an assumed breakdown field of 1 MV/cm, the sample limit in this ideal case, without trapped charge, would be 100 V. Leakage over a barrier can become nonlinear much earlier, once each boundary region takes more than about $kT/e$, which corresponds to 2.6 V on the sample.

The parameters are rough values in the regime of calcium copper titanate ceramics, whose apparent permittivities are roughly $10^4$ to $10^5$. Both the ideal and the depleted results lie in that range, so the magnitude alone cannot identify the boundary structure. The donor density and the 10 nm thickness are assumed here, not measured. Together, $N$ and $\sigma_g$ imply a mobility of about $0.006$ cm²/Vs, very low for ordinary band transport. For these numbers, the largest low-frequency correction estimated above comes from the finite depth of the charge: depletion moves the estimate from 50000 to about 13000. Uneven boundary thickness and conducting spots in the boundaries are not included.

Moderate heating above room temperature mainly affects the loss. Much stronger heating can also lower the permittivity, once $\sigma_bd$ is no longer small compared with $\sigma_gt$. So can strong cooling: if the grain conductivity falls far enough, the relaxation frequency drops to the measuring frequency. Emission over the 0.70 eV barrier, estimated with the free-electron mass and no scattering, corresponds to a boundary conductivity of $2.9\times10^{-8}$ S/m at 300 K with Boltzmann statistics ($3.3\times10^{-8}$ S/m with Fermi–Dirac statistics). Scattering would reduce it: with a mobility as low as the one implied above, diffusion through the depleted layers would make the leakage far smaller. The value I chose is about three times the estimate without scattering, so at this mobility it would need a lower barrier or another leakage path. If it nevertheless grows with temperature as this emission does, it rises 74-fold by 358 K (85 °C). With the grain conductivity held fixed, the two-layer permittivity at 1 kHz is still about 49000, but the loss tangent is 2.7. Such a sample would be a poor capacitor at that frequency. Depletion layers, for the same leakage conductance, would lower the permittivity and raise the loss tangent further. Tunnelling through a rectangular barrier of the same height, 10 nm thick, adds less than 1% to the emission current for the free-electron mass. This relies on the 10 nm flat top: if two depleted layers met with no insulating layer between them, tunnelling through the pointed tip would be about twice the emission current.

So the answer to the exercise is $\varepsilon_bL/t\approx50000$, valid well below the relaxation frequency for blocking boundaries and grain charge layers with $2\lambda/\varepsilon_g$ or $2W/\varepsilon_g$ much smaller than $t/\varepsilon_b$. The remaining values are in the numerical output below.

## Numbers as computed

```
grain size: 10.0 um
boundary thickness: 10.0 nm
boundary permittivity: 50
grain permittivity: 100
grain conductivity: 1.0 S/m
boundary conductivity: 1.0e-07 S/m
donor density: 1.0e+19 cm^-3
implied grain mobility: 6.24e-03 cm2/Vs
barrier: 0.70 eV; temperature: 300 K
simple ratio eps_b*d/t: 50000
ideal apparent permittivity eps_b*(d+t)/t: 50050
static permittivity with leakage: 50040
high-frequency permittivity: 99.90
relaxation time: 0.444 us
relaxation frequency: 359 kHz
boundary leakage frequency: 36.0 Hz
permittivity at 1 kHz: 50040
loss tangent at 1 kHz: 0.0387
grain share of voltage at 1 kHz: 2.78e-03
permittivity at 10 MHz: 164
cubic grains, lower estimate at 1 kHz: 49940
cubic grains, 3D solution at 1 kHz: 50009
cubic grains, upper estimate at 1 kHz: 50040
sample: 100 periods, thickness 1.001 mm
sample area: 1.0 cm2; voltage: 1.0 V
ideal sample capacitance: 44.3 nF
voltage per boundary: 10.0 mV
thermal voltage kT/e: 25.85 mV
sample voltage for kT/e per boundary: 2.59 V
ideal boundary field: 0.010 MV/cm
assumed breakdown field: 1.0 MV/cm
sample voltage at breakdown: 100 V
boundary t/eps_b: 0.200 nm
screening length in grain: 3.78 nm
two screening layers 2*lambda/eps_g: 0.0756 nm
apparent permittivity with screening: 36321
depletion width per side: 27.8 nm
two depletion layers 2*W/eps_g: 0.556 nm
apparent permittivity with depletion: 13235
depletion width for 10% reduction: 1.11 nm
donor density for 10% reduction: 6.3e+21 cm^-3
donors / band density of states (free mass): 0.40
screening length factor by degeneracy: 1.067
thermionic boundary conductivity: 2.9e-08 S/m
tunnelling / thermionic current (WKB): 7.5e-03
tunnelling / thermionic current (exact T): 1.2e-04
leakage growth from 300 K to 358 K: 74
permittivity at 1 kHz, 358 K: 49314
loss tangent at 1 kHz, 358 K: 2.69
```
